\section*{Coulomb integrals of real $d$ orbitals and the Kanamori Hamiltonian, part 1}

(Sections cited here and not found follow in the second part.)

\section{The result}

For real $d$ orbitals that share one radial function, the intra-orbital repulsion is $U=A+4B+3C$ for every orbital, the exchange integral is $J=3B+C$ inside $t_{2g}$ and $J=4B+C$ inside $e_g$, and the inter-orbital repulsion of any orthogonal pair is $U'_{ab}=U-2J_{ab}$. The last relation holds with the $J_{ab}$ of that pair. In the cubic basis there is no single $J$ for the whole shell. Other real bases exist in which all ten $J_{ab}$ equal the mean $C+\tfrac52B$, but three- and four-orbital integrals of order $B$ then remain. For $B\ne0$ no basis gives a one-$J$ Kanamori form, since that would make the ten two-electron triplets degenerate, whereas ${}^3F$ and ${}^3P$ differ by $15B$ (Remark 6).

\paragraph{Assumptions and conventions.} Atomic units are used in the algebra. With $\mathbf r=r\mathbf n$, the orbitals are
\begin{equation}
\phi_a(\mathbf r)=R(r)\,N\,\mathbf n\cdot Q_a\mathbf n,\qquad N^2=\frac{15}{8\pi},\qquad \int_0^\infty R^2r^2\,dr=1,
\end{equation}
where the $Q_a$ are real, symmetric, traceless $3\times3$ matrices with $\operatorname{tr}Q_aQ_b=\delta_{ab}$, and $R$ is the same for all $a$. Lemma 1 shows that these orbitals are orthonormal. With $E_{ij}$ the matrix whose only nonzero entry is a 1 at position $ij$, the cubic basis is
\begin{align}
&\zeta=xy:\ \tfrac{1}{\sqrt2}(E_{12}+E_{21}),\quad \xi=yz:\ \tfrac{1}{\sqrt2}(E_{23}+E_{32}),\quad \eta=xz:\ \tfrac{1}{\sqrt2}(E_{13}+E_{31}),\nonumber\\
&\theta=z^2:\ \tfrac1{\sqrt6}\operatorname{diag}(-1,-1,2),\qquad \epsilon=x^2-y^2:\ \tfrac1{\sqrt2}\operatorname{diag}(1,-1,0).
\end{align}
The Coulomb integrals are $(ab|cd)=\iint\phi_a\phi_b(1)\,r_{12}^{-1}\,\phi_c\phi_d(2)$. For real orbitals they are unchanged by $a\leftrightarrow b$, by $c\leftrightarrow d$ and by $ab\leftrightarrow cd$. Define $U=(aa|aa)$, and for $a\ne b$, $U'_{ab}=(aa|bb)$ and $J_{ab}=(ab|ab)=(ab|ba)$. The Slater integrals and Racah parameters are
\begin{align}
F^k&=\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,\qquad F_2=\frac{F^2}{49},\quad F_4=\frac{F^4}{441},\\
A&=F^0-49F_4,\qquad B=F_2-5F_4,\qquad C=35F_4 .
\end{align}

\paragraph{Theorem.} Let $S_{ab}=\tfrac12(Q_aQ_b+Q_bQ_a)$, $t_{ab,cd}=\operatorname{tr}S_{ab}S_{cd}-\tfrac13\delta_{ab}\delta_{cd}$ and $\Sigma_{abcd}=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}$. Then:

(a) $(ab|cd)=A\,\delta_{ab}\delta_{cd}+24\,t_{ab,cd}\,B+\Sigma_{abcd}\,C$.

(b) $U=A+4B+3C$ for every real $d$ orbital, and $U'_{ab}=U-2J_{ab}$ for every orthonormal real pair.

(c) $J_{ab}=C+(6-12x_{ab})B$ with $x_{ab}=\operatorname{tr}Q_a^2Q_b^2$. In the cubic basis $J=3B+C$ inside $t_{2g}$, $J=4B+C$ inside $e_g$, and the mixed pairs take the four values $C$, $B+C$, $3B+C$, $4B+C$.

(d) Projected on $t_{2g}$ alone or on $e_g$ alone, the Coulomb operator is exactly the Kanamori Hamiltonian with these $U$, $J$, $U'$. On all five orbitals it is not.

\section{Lemmas}

\paragraph{Lemma 1 (sphere averages).} The average of $n_{i_1}\cdots n_{i_{2m}}$ over the sphere is the sum over all pairings of the indices, each pair giving a Kronecker delta, divided by $(2m+1)!!$.

\emph{Proof.} Give $\mathbf r$ the weight $e^{-r^2/2}$. Integration by parts yields $\langle x_if\rangle=\langle\partial_if\rangle$, and repeating it shows that $\langle x_{i_1}\cdots x_{i_{2m}}\rangle$ is the sum over pairings. The weight is isotropic, so this equals $\langle r^{2m}\rangle$ times the sphere average. The integrals $I_m=\int_0^\infty r^{2m+2}e^{-r^2/2}dr$ obey $I_m=(2m+1)I_{m-1}$ by parts, so $\langle r^{2m}\rangle=I_m/I_0=(2m+1)!!$. $\square$

For traceless symmetric $X,Y$ and $m=2$, the pairing inside each matrix gives $\operatorname{tr}X\operatorname{tr}Y=0$ and the two cross pairings each give $\operatorname{tr}XY$:
\begin{equation}
\langle(\mathbf n\cdot X\mathbf n)(\mathbf n\cdot Y\mathbf n)\rangle=\tfrac{2}{15}\operatorname{tr}XY .
\label{two}
\end{equation}
Since $4\pi N^2\cdot\tfrac2{15}=1$, the overlap of $\phi_a$ and $\phi_b$ is $\operatorname{tr}Q_aQ_b=\delta_{ab}$.

\paragraph{Lemma 2 (trace identity).} With $K_1=\operatorname{tr}Q_aQ_bQ_cQ_d$, $K_2=\operatorname{tr}Q_aQ_bQ_dQ_c$, $K_3=\operatorname{tr}Q_aQ_cQ_bQ_d$,
\begin{equation}
K_1+K_2+K_3=\tfrac12\Sigma_{abcd}.
\end{equation}

\emph{Proof.} Let $Q$ be symmetric and traceless with eigenvalues $\lambda_i$ and $p_k=\sum_i\lambda_i^k$. From $0=p_1^2=p_2+2e_2$, with $e_2=\sum_{i<j}\lambda_i\lambda_j$, follows $e_2=-p_2/2$. The characteristic equation is $\lambda_i^3=\tfrac12p_2\lambda_i+\det Q$. Multiplying by $\lambda_i$ and summing gives $\operatorname{tr}Q^4=\tfrac12(\operatorname{tr}Q^2)^2$. Now put $Q=s_1Q_a+s_2Q_b+s_3Q_c+s_4Q_d$ and compare the coefficients of $s_1s_2s_3s_4$. On the left there are 24 orderings. A trace of symmetric matrices is unchanged by the 4 cyclic shifts and by reversal (transposition), so the orderings fall into three classes of 8, giving $8(K_1+K_2+K_3)$. On the right, each of the three splittings into two pairs arises $2\cdot2\cdot2=8$ times in $(\operatorname{tr}Q^2)^2$ (the order inside each pair, and which factor holds which pair), giving $\tfrac12\cdot8\,\Sigma$. $\square$

\paragraph{Lemma 3 (multipoles of an orbital product).} With $S^\circ_{ab}=S_{ab}-\tfrac13\delta_{ab}\mathbb 1$, which is traceless because $\operatorname{tr}S_{ab}=\delta_{ab}$,
\begin{equation}
p\equiv(\mathbf r\cdot Q_a\mathbf r)(\mathbf r\cdot Q_b\mathbf r)=h_4+\tfrac47\,r^2\,\mathbf r\cdot S^\circ_{ab}\mathbf r+\tfrac2{15}\delta_{ab}\,r^4,\qquad\nabla^2h_4=0 .
\end{equation}

\emph{Proof.} Take the equation as the definition of the quartic polynomial $h_4$. Each factor of $p$ is harmonic, since $\nabla^2(\mathbf r\cdot Q\mathbf r)=2\operatorname{tr}Q=0$, and has gradient $2Q\mathbf r$. Hence $\nabla^2p=2(2Q_a\mathbf r)\cdot(2Q_b\mathbf r)=8\,\mathbf r\cdot S_{ab}\mathbf r$. For $h_l$ harmonic and homogeneous of degree $l$, $\nabla^2r^m=m(m+1)r^{m-2}$ and $\mathbf r\cdot\nabla h_l=l\,h_l$ give $\nabla^2(r^mh_l)=m(m+1+2l)r^{m-2}h_l$. The factor is 14 for $m=l=2$ and 20 for $m=4$, $l=0$. Therefore
\begin{equation}
\nabla^2h_4=8\,\mathbf r\cdot S_{ab}\mathbf r-8\,\mathbf r\cdot S^\circ_{ab}\mathbf r-\tfrac83\delta_{ab}r^2=0.\qquad\square
\end{equation}
A harmonic homogeneous polynomial $r^kf(\mathbf n)$ has $L^2f=k(k+1)f$, by the Laplacian in spherical coordinates. The angular product $\rho^{ab}=N^2p(\mathbf n)$ thus has only the parts $k=0,2,4$, with $\rho_0^{ab}=\delta_{ab}/4\pi$ and $\rho^{ab}_2=\tfrac47N^2\,\mathbf n\cdot S^\circ_{ab}\mathbf n$.

\paragraph{Lemma 4 (overlap of two products).} $4\pi\int\rho^{ab}\rho^{cd}d\Omega=\tfrac57\Sigma_{abcd}$.

\emph{Proof.} Apply Lemma 1 with eight indices: 105 pairings over $9!!=945$. Pairings that contract a matrix with itself vanish; there are $1+6\cdot2+4\cdot8=45$ of them (four, two or one matrix self-contracted). Pairings that form two closed loops of two matrices give $2\cdot2$ copies of each term of $\Sigma$, 12 pairings in all. Pairings that form one loop of four give $2^4=16$ copies of each $K_i$, one for each choice of the index by which the loop leaves each matrix, 48 in all. The count closes: $45+12+48=105$. The sum is $4\Sigma+16\cdot\tfrac12\Sigma=12\Sigma$ by Lemma 2. With $(4\pi)^2N^4=225/4$, the result is $\tfrac{225}{4}\cdot\tfrac{12}{945}\Sigma=\tfrac57\Sigma$. $\square$

\section{Proof of the master formula (a)}

The expansion $r_{12}^{-1}=\sum_k(r_<^k/r_>^{k+1})P_k(\mathbf n_1\cdot\mathbf n_2)$ separates radial from angular integrals because $R$ is common. By the addition theorem, $P_k(\mathbf n_1\cdot\mathbf n_2)$ is $4\pi/(2k+1)$ times the kernel of the projector on angular momentum $k$. Hence
\begin{equation}
(ab|cd)=\sum_{k=0,2,4}F^kw_k,\qquad w_k=\frac{4\pi}{2k+1}\int\rho_k^{ab}\rho_k^{cd}\,d\Omega .
\end{equation}
The monopole gives $w_0=4\pi\cdot4\pi\,\delta_{ab}\delta_{cd}/(4\pi)^2=\delta_{ab}\delta_{cd}$. For the quadrupole, use \eqref{two} and
$\operatorname{tr}S^\circ_{ab}S^\circ_{cd}=\operatorname{tr}S_{ab}S_{cd}-\tfrac23\delta_{ab}\delta_{cd}+\tfrac13\delta_{ab}\delta_{cd}=t_{ab,cd}$:
\begin{equation}
w_2=\frac{(4\pi)^2N^4}{5}\cdot\frac{16}{49}\cdot\frac{2}{15}\,t=\frac{225}{4}\cdot\frac{32}{5\cdot49\cdot15}\,t=\frac{24}{49}\,t .
\end{equation}
Parts with different $k$ are orthogonal, so Lemma 4 reads $w_0+5w_2+9w_4=\tfrac57\Sigma$, and
\begin{equation}
w_4=\frac19\Big(\frac57\Sigma-\delta_{ab}\delta_{cd}-\frac{120}{49}t\Big)=\frac{35\Sigma-49\,\delta_{ab}\delta_{cd}-120\,t}{441}.
\end{equation}
Collecting terms by the three structures,
\begin{equation}
(ab|cd)=\delta_{ab}\delta_{cd}(F^0-49F_4)+24t\,(F_2-5F_4)+\Sigma\,(35F_4),
\end{equation}
which is (a). $\square$

\paragraph{Remark 1.} The Racah combinations are the coefficients of three separate tensors. The $A$ and $C$ tensors keep their form under any orthogonal mixing of the five orbitals. All dependence on orbital shape sits in the $B$ term, so for $B=0$ every pair has $J=C$. The proof uses only that the interaction expands in $P_k(\mathbf n_1\cdot\mathbf n_2)$, so it also covers a static, spherically screened interaction with other values of $F^k$.

\section{Proof of (b) and (c)}

Expanding the product, $\operatorname{tr}S_{ab}S_{cd}=\tfrac14\operatorname{tr}(Q_aQ_b+Q_bQ_a)(Q_cQ_d+Q_dQ_c)$. The orderings $abcd$ and $badc$ belong to $K_1$, and $abdc$ and $bacd$ to $K_2$, so the trace is $\tfrac12(K_1+K_2)$. Likewise, $acbd$ and $cadb$ belong to $K_3$ and $acdb$ and $cabd$ to $K_2$, so $\operatorname{tr}S_{ac}S_{bd}=\tfrac12(K_2+K_3)$; $adbc$ and $dacb$ belong to $K_3$ and $adcb$ and $dabc$ to $K_1$, so $\operatorname{tr}S_{ad}S_{bc}=\tfrac12(K_1+K_3)$. The three traces add to $K_1+K_2+K_3=\tfrac12\Sigma$, so the three $t$'s add to $(\tfrac12-\tfrac13)\Sigma=\tfrac16\Sigma$. The three $A$ terms add to $A\Sigma$, and $\Sigma$ is fully symmetric. Therefore
\begin{equation}
(ab|cd)+(ac|bd)+(ad|bc)=(A+4B+3C)\,\Sigma_{abcd}.
\label{sym}
\end{equation}
With all four indices equal, $\Sigma=3$ and $3U=3(A+4B+3C)$. With indices $a,a,b,b$ and $a\neq b$, $\Sigma=1$ and the left side is $U'_{ab}+2J_{ab}$. This proves (b).

For (c), let $x=\operatorname{tr}Q_a^2Q_b^2$ and $y=\operatorname{tr}Q_aQ_bQ_aQ_b$. Lemma 2 with indices $a,a,b,b$ gives $2x+y=\tfrac12$. For $J$, $t_{ab,ab}=\operatorname{tr}S_{ab}^2=\tfrac12(x+y)=\tfrac14-\tfrac12x$, with $\Sigma=1$ and no $A$ term. For $U'$, $t_{aa,bb}=x-\tfrac13$. Hence
\begin{equation}
J_{ab}=C+(6-12x)B,\qquad U'_{ab}=A+C+(24x-8)B .
\end{equation}
In the cubic basis the squares are diagonal:
\begin{equation}
Q_\zeta^2=Q_\epsilon^2=(\tfrac12,\tfrac12,0),\quad Q_\xi^2=(0,\tfrac12,\tfrac12),\quad Q_\eta^2=(\tfrac12,0,\tfrac12),\quad Q_\theta^2=(\tfrac16,\tfrac16,\tfrac23),
\label{squares}
\end{equation}
and $x$ is the dot product of two such triples, for example $x_{\eta\theta}=\tfrac1{12}+\tfrac13=\tfrac5{12}$.

\begin{center}
\begin{tabular}{lccc}
pairs & $x$ & $J$ & $U'$\\
$\zeta\xi,\ \zeta\eta,\ \xi\eta$ ($t_{2g}$) & $1/4$ & $3B+C$ & $A-2B+C$\\
$\theta\epsilon$ ($e_g$) & $1/6$ & $4B+C$ & $A-4B+C$\\
$\zeta\theta$ & $1/6$ & $4B+C$ & $A-4B+C$\\
$\zeta\epsilon$ & $1/2$ & $C$ & $A+4B+C$\\
$\xi\theta,\ \eta\theta$ & $5/12$ & $B+C$ & $A+2B+C$\\
$\xi\epsilon,\ \eta\epsilon$ & $1/4$ & $3B+C$ & $A-2B+C$
\end{tabular}
\end{center}
This proves (c). $\square$ The $B$ coefficients of the ten pairs add to $9+4+4+0+2+6=25$, so the mean exchange is
\begin{equation}
\bar J=C+\tfrac52B=\tfrac52F_2+\tfrac{45}{2}F_4=\tfrac{5}{98}(F^2+F^4).
\end{equation}

\paragraph{Remark 2 (link to orbital angular momentum).} Let $M=Q_bQ_a-Q_aQ_b$, which is antisymmetric, with $\|M\|^2=-\operatorname{tr}M^2=2x-2y=6x-1$. Then $6-12x=4-2\|M\|^2$. With $(G_k)_{ij}=\varepsilon_{kij}$, $(\mathbf r\times\nabla)_k\,\mathbf r\cdot Q_b\mathbf r=2\,\mathbf r\cdot G_kQ_b\mathbf r=\mathbf r\cdot[G_k,Q_b]\mathbf r$, because $(G_kQ_b)^T=-Q_bG_k$. The commutator is symmetric and traceless, so \eqref{two} gives $\langle a|L_k|b\rangle=-i\operatorname{tr}Q_a[G_k,Q_b]=-i\operatorname{tr}G_kM$. For $k=z$ the trace is $M_{21}-M_{12}=-2M_{12}$, and summing squares over $k$ gives $2\|M\|^2$. Thus
\begin{equation}
J_{ab}=C+\big(4-|\langle a|\mathbf L|b\rangle|^2\big)B .
\end{equation}
The coefficient of $B$ is at most 4, and at least 0 because it equals $24\operatorname{tr}S_{ab}^2$. The $e_g$ pair, between which $\mathbf L$ has no matrix element, reaches the upper bound. The pair $xy$, $x^2-y^2$, joined by $|L_z|=2$, reaches the lower one.

\section{The symmetry behind $U'=U-2J$ and its limits}

\paragraph{Remark 3 (spherical symmetry).} The self-repulsion of $\phi_Q$ is a quartic polynomial in $Q$ that is invariant under rotations. It depends only on the eigenvalues, symmetrically, and hence is a polynomial in $e_2$ and $\det Q$ when the trace vanishes. These have degrees 2 and 3, so the only quartic is $e_2^2\propto(\operatorname{tr}Q^2)^2$. All normalized real $d$ orbitals repel themselves equally, although $z^2$ and $xy$ are not rotated copies of one another. For $\phi=c\,\phi_a+s\,\phi_b$ with $c^2+s^2=1$,
\begin{equation}
U_\phi=c^4U_a+s^4U_b+2c^2s^2(U'+2J)+4c^3s\,(aa|ab)+4cs^3(bb|ab).
\label{mix}
\end{equation}
Setting this equal to $U(c^2+s^2)^2$ for all mixing angles gives $U'+2J=U$ again.

\paragraph{Remark 4 (cubic symmetry only).} Let the orbitals be arbitrary real functions that transform like the cubic $d$ orbitals. For $e_g$, the fourfold rotation about $z$ sends $\theta\to\theta$, $\epsilon\to-\epsilon$, so the odd terms of \eqref{mix} vanish. The threefold substitution $(x,y,z)\to(y,z,x)$ sends $\theta\to-\tfrac12\theta+\tfrac{\sqrt3}2\epsilon$ and $\epsilon\to-\tfrac{\sqrt3}{2}\theta-\tfrac12\epsilon$ and preserves self-repulsion, so
\begin{align}
U_\theta&=\tfrac1{16}U_\theta+\tfrac9{16}U_\epsilon+\tfrac38(U'+2J),\\
U_\epsilon&=\tfrac9{16}U_\theta+\tfrac1{16}U_\epsilon+\tfrac38(U'+2J).
\end{align}
Subtraction gives $U_\theta-U_\epsilon=-\tfrac12(U_\theta-U_\epsilon)$, so the two are equal, and then $\tfrac38U=\tfrac38(U'+2J)$. The relation is exact in $e_g$. In $t_{2g}$ the cubic operations only permute the orbitals up to signs. For pure $d$ functions a rotation by $45^\circ$ about $z$ takes $xz$ into $(xz\pm yz)/\sqrt2$, and equal self-repulsion of the two then forces the relation. This rotation is not a cubic operation, and it need not act in this way on general functions of the same cubic species. A counterexample is given in the last section. If $t_{2g}$ and $e_g$ are pure $d$ functions with different radial parts, the theorem holds inside each set with its own $F^k$, and a mixed pair has two different values of $U$.

\paragraph{Remark 5 (complex orbitals).} For $\phi=(\epsilon+i\zeta)/\sqrt2$, the $m=2$ orbital, $|\phi|^2=\tfrac12(\epsilon^2+\zeta^2)$. Its self-repulsion is $\tfrac14(2U+2U'_{\zeta\epsilon})=U-J_{\zeta\epsilon}=A+4B+2C$, while the $m=0$ orbital has $A+4B+3C$. Part (b) needs real orbitals.

Parts (a), (b) and (c) of the theorem are now proved, and the relation $U'=U-2J$ has been traced to its symmetry and limits. What remains is the proof of (d), the two-electron and two-hole levels, and the Ni$^{2+}$ example with the $t_{2g}$ counterexample promised in Remark 4.
